# Overall Driving Force and the Two Half-Reactions of Atomic Layer Deposition

## Question

I am modelling the growth of an oxide MO from a precursor ML$_2$ and water, dosed alternately with purges in between. Each metal atom M brings two ligands L, which leave as the volatile byproduct HL:

$$\mathrm{ML_2+H_2O\to MO(film)+2\,HL}.$$

At 500 K and my dose pressures the free energy of this reaction is $-1.0$ eV per film unit, more than twenty times $kT$. I concluded that both half-reactions, the precursor dose and the water dose, must be downhill. Even if one were slightly uphill, I would expect the large overall driving force to pull it through.

Is this reasoning sound? If it is not, what else do I have to calculate, and does a half-reaction with positive free energy stop growth altogether?

## Answer

The reasoning is not sound. The overall free energy fixes the sum of two numbers, and you need each of them. The missing quantity is the free energy of the surface that exists between the doses, which does not appear in your overall reaction.

### What the sum leaves open

Write the two ligand exchanges at a surface site s:

$$\text{A:}\quad \mathrm{s{-}OH+ML_2\to s{-}OML+HL},$$
$$\text{B:}\quad \mathrm{s{-}OML+H_2O\to s{-}OMOH+HL}.$$

After B the site again ends in OH, with one more MO unit beneath it. I assume that the surface is renewed in this way, so that s-OMOH counts as a hydroxyl site plus one unit of film.

Let $G_{\rm OH}$ and $G_{\rm L}$ be the free energies of a hydroxyl site and a ligand-covered site, $G_{\rm MO}$ that of a film unit, and $\mu$ the chemical potentials of the gases. Products minus reactants gives

$$\Delta G_A=G_{\rm L}+\mu_{\rm HL}^{A}-G_{\rm OH}-\mu_{\rm ML_2},$$
$$\Delta G_B=G_{\rm OH}+G_{\rm MO}+\mu_{\rm HL}^{B}-G_{\rm L}-\mu_{\rm H_2O}.$$

The superscripts on $\mu_{\rm HL}$ allow for different byproduct pressures in the two doses. The ligand-covered site is a product of A and a reactant of B, so $G_{\rm L}$ enters with opposite signs. In the sum it cancels, as does $G_{\rm OH}$:

$$\Delta G_A+\Delta G_B=G_{\rm MO}+\mu_{\rm HL}^{A}+\mu_{\rm HL}^{B}-\mu_{\rm ML_2}-\mu_{\rm H_2O}=\Delta G_{\rm tot}.$$

Raising $G_{\rm L}$ by 0.1 eV makes A worse by 0.1 eV and B better by 0.1 eV, while $\Delta G_{\rm tot}$ stays put. With $u=\Delta G_A$ we have $\Delta G_B=\Delta G_{\rm tot}-u$. Requiring $u<0$ and $\Delta G_{\rm tot}-u<0$ together gives

$$\Delta G_{\rm tot}<u<0 .$$

A large negative $\Delta G_{\rm tot}$ makes this window wide, but does not place the intermediate inside it. If $u>0$, the intermediate is too high and opposes the precursor dose. If $u<\Delta G_{\rm tot}$, it is too stable: the precursor dose runs well and leaves a surface that water cannot clear. That is a thermodynamic trap.

The "pull" you expect would need reaction B to consume ligand-covered sites while A is still producing them. During dose A there is no water, so B cannot run forward. Its free energy becomes available after the purge, when the precursor has gone.

### What a positive half-reaction free energy means

A surface has many sites, and a mixture of two terminations has configurational entropy. I define $\Delta G_A$ and $\Delta G_B$ per site without this entropy and add it separately. Sites are taken as independent, and gas pressures as constant during a dose.

In each dose I allow only its own exchange, forward and back. The byproduct could also reverse the other exchange. In dose A, HL can turn a hydroxyl site into a ligand site and release water, without adding metal. In dose B, HL can remove a bound metal as ML$_2$. The formulas below assume that these two side reactions are negligible, which requires little HL at the surface or high barriers for them.

Let $n$ of $N$ sites carry ligands. Each conversion consumes one ML$_2$ and releases one HL, so the free energy of surface and gas reservoirs together is, up to a constant,

$$F(n)=n\,(G_{\rm L}+\mu_{\rm HL}^A-\mu_{\rm ML_2})+(N-n)\,G_{\rm OH}-kT\ln\binom{N}{n}.$$

Convert one more site. The linear terms change by $\Delta G_A$. The binomial coefficient is multiplied by $(N-n)/(n+1)$, hence

$$F(n+1)-F(n)=\Delta G_A-kT\ln\frac{N-n}{n+1}\;\longrightarrow\;\Delta G_A+kT\ln\frac{\theta}{1-\theta},$$

where $\theta=n/N$ and the arrow denotes a large lattice. The logarithm vanishes at $\theta=1/2$. Thus $\Delta G_A$ is the driving free energy when both terminations are equally common, and "exergonic" here means negative in that sense.

The dose stops changing the surface when the driving free energy is zero. With $a=\Delta G_A/kT$ this means $\theta/(1-\theta)=e^{-a}$, or

$$\theta_A=\frac{1}{1+e^{a}} .$$

Dose B removes ligands, so its mixing term has the inverse ratio: $\Delta G_B+kT\ln[(1-\theta)/\theta]=0$. With $b=\Delta G_B/kT$ this gives $\theta/(1-\theta)=e^{b}$, and the ligand coverage left behind is

$$\theta_B=\frac{e^{b}}{1+e^{b}} .$$

A positive $\Delta G_A$ therefore does not forbid the reaction; it limits equilibrium conversion to less than one half. Conversely, a slightly negative value does not ensure completion.

### Growth per cycle

Each net event in dose A binds one metal atom. Once the cycle repeats itself, dose A starts from $\theta_B$ and, if long enough, ends at $\theta_A$. The number of film units per site and cycle is

$$g=\theta_A-\theta_B=\frac{(1+e^b)-e^b(1+e^a)}{(1+e^a)(1+e^b)}
=\frac{1-e^{a+b}}{1+e^a+e^b+e^{a+b}} .$$

To separate the overall driving force from its division, define

$$w=-(a+b)=-\frac{\Delta G_{\rm tot}}{kT},\qquad d=a-b=\frac{\Delta G_A-\Delta G_B}{kT}.$$

Divide numerator and denominator by $e^{(a+b)/2}=e^{-w/2}$. The numerator becomes $e^{w/2}-e^{-w/2}=2\sinh(w/2)$. In the denominator, the first and last terms give $2\cosh(w/2)$ and the middle two give $e^{d/2}+e^{-d/2}=2\cosh(d/2)$. Hence

$$g=\frac{\sinh(w/2)}{\cosh(w/2)+\cosh(d/2)} .$$

The denominator is positive, so the sign of $g$ is the sign of $w$. In this model an exergonic overall reaction does guarantee positive growth in long doses. (The side reactions of HL left out here could etch the film in a long dose and undo this guarantee.) It does not guarantee a useful amount, because $\cosh(d/2)$ can be as large as the intermediate makes it.

Three limits show how this works.

- **Equal division, $d=0$.** The denominator is smallest, so this is the best case for given $w$. Using $\sinh(w/2)=2\sinh(w/4)\cosh(w/4)$ and $1+\cosh(w/2)=2\cosh^2(w/4)$, we get $g_{\max}=\tanh(w/4)$.
- **An edge of the window, $|d|=w$.** One half-reaction has zero free energy, and $g=\tfrac12\tanh(w/2)$. For strong overall driving this is close to one half, so the edge is a gradual crossover and not a switch.
- **Far outside the window, $|d|-w\gg1$ with $w\gg1$.** Then $g\approx e^{(w-|d|)/2}$. If A is uphill, $d=a-b$ and the exponent is $-a$; if B is uphill, it is $-b$. Growth is suppressed by the Boltzmann factor of the uphill half-reaction, however exergonic the other one is.

### Numbers for your case

I take round model parameters, not a named material: $T=500$ K, $kT=0.04309$ eV, and $\Delta G_{\rm tot}=-1.0$ eV ($-96.5$ kJ/mol), so $w=23.2$. The free energies refer to equal byproduct and reactant pressures in each dose, and the growth values leave out the side reactions of HL. The HL pressure is held at this value for the whole dose, even after the surface has stopped releasing HL. In a flow reactor, where HL comes only from the surface and is swept away, its pressure falls as the exchange slows, and an uphill step can go much further than these numbers suggest. Doses last 1 s, and both forward barriers are 1.0 eV. The forward rate is then about 870 s$^{-1}$, and the surface has time to equilibrate. The intermediate is the one thing that differs:

- **Balanced**, $\Delta G_A=\Delta G_B=-0.50$ eV: $g=1.00$.
- **A opposed**, $\Delta G_A=+0.20$ eV, $\Delta G_B=-1.20$ eV: $g=0.0095$.
- **B trapped**, $\Delta G_A=-1.20$ eV, $\Delta G_B=+0.20$ eV: $g=0.0095$.

For the second case, $a=0.20/0.04309=4.64$ and $e^{-a}=0.0096$. Therefore $\theta_A=0.0096/1.0096=0.0095$. Water then removes practically all the ligands, and about one site in a hundred gains a film unit per cycle. This requires a water dose nearly free of HL, which makes $\Delta G_B$ still more negative but leaves $g$ practically unchanged. With equal barriers and as much HL as in dose A, the reverse of A would be $e^{4.64}\approx100$ times faster than the exchange with water. Most of the newly bound metal would leave again, and growth would fall by roughly another factor of 100.

In the third case the precursor covers the surface almost completely, but water leaves $\theta_B=0.990$. Again about one site in a hundred is turned over, provided that HL in the next precursor dose does not turn these hydroxyl sites back into ligand sites before the precursor reaches them. The two growth values agree because exchanging $a$ and $b$ changes $d$ to $-d$, and $\cosh(d/2)$ is even.

How well must the intermediate be placed for $g=0.9$? Solving the growth formula for the division gives

$$\cosh\frac d2=\frac{\sinh(w/2)}{g}-\cosh\frac w2 .$$

At $w=23.2$ both hyperbolic functions of $w/2$ are nearly $e^{w/2}/2$. The right side is therefore close to $(1/0.9-1)\,e^{w/2}/2=e^{w/2}/18$. With $\cosh(d/2)\approx e^{|d|/2}/2$, this gives $|d|/2\approx w/2-\ln9$. Since $a=(d-w)/2$, the two limits are $a=-\ln 9$ and $a=-w+\ln 9$. Multiplying by $kT$, with $kT\ln9=0.095$ eV, gives

$$-0.905\ \text{eV}\le\Delta G_A\le-0.095\ \text{eV}.$$

Each half-reaction must be downhill by at least about 0.095 eV; a negative sign alone is not enough for 90 percent growth. These limits leave out the side reactions of HL. With equal barriers and the same HL pressure in both doses, those reactions would lower the growth at either limit to about 0.81.

A weakly driven process shows the same point differently. For $\Delta G_{\rm tot}=-0.20$ eV, $w=4.64$, and even the best division, $-0.10$ eV for each half, gives $g=\tanh(1.16)=0.82$. Both halves are exergonic, yet growth is incomplete even without the side reactions of HL. With barriers of 1.0 eV, doses of 1 s and the same HL pressure in both doses, those reactions would turn this growth into net etching. To reach 0.9 at all, even without them, the overall driving force must be at least $4kT\,\mathrm{artanh}(0.9)=0.254$ eV.

### Removing the byproduct

There is a way to run an uphill exchange, and it explains why a positive *standard* free energy is not a final verdict. For ideal gases $\mu=\mu^\circ+kT\ln(p/p^\circ)$, where $\circ$ marks the standard state. Dose A therefore contains the pressure ratio $r=p_{\rm HL}/p_{\rm ML_2}$:

$$\Delta G_A(r)=\Delta G_A(1)+kT\ln r .$$

The condition $(1-\theta)/\theta=e^{a}$ becomes $(1-\theta)/\theta=r\,e^{\Delta G_A(1)/kT}$, so the ratio needed for coverage $\theta$ is

$$r=e^{-\Delta G_A(1)/kT}\,\frac{1-\theta}{\theta}.$$

With $\Delta G_A(1)=+0.20$ eV and $\theta=0.9$, this is $0.0096/9=1.1\times10^{-3}$. If the carrier gas holds the byproduct at the surface to about one thousandth of the precursor pressure, and the water dose is kept nearly free of HL, the opposed case recovers to $g=0.90$.

This does not rescue the original argument. At the new pressures $\Delta G_A=-0.095$ eV: the half-reaction has itself become exergonic. Sweeping dose A has also changed the sum, from $-1.0$ to $-1.295$ eV, and keeping the water dose nearly free of HL lowers it further. The precursor dose was made to run by its own gas flow, not by the free energy of the later water dose.

The same ratio of HL to water in dose B frees the trapped surface down to a remaining ligand coverage of 0.10. With equal barriers, growth recovers only if the precursor dose is kept nearly free of HL as well, because the reverse of B, at rate $k_Be^{b}$, competes with A for the hydroxyl sites. If the barrier of A lies below that of B by clearly more than $\Delta G_B$, the precursor wins most of these sites even with HL present. Whether a reactor can maintain such a ratio right at the surface, where HL is being released, is a question of gas transport that this model does not answer.

### Downhill but slow

Suppose now that both half-reactions lie well inside the window. A barrier can still hold the intermediate in place. Let $G_A^\ddagger$ be the forward barrier of A, measured from site plus gas at the dose pressure. Transition-state theory, with unit transmission, gives the forward rate per site

$$k_A=\frac{kT}{h}\,e^{-G_A^\ddagger/kT}.$$

Here $h$ is Planck's constant. The reverse reaction crosses the same saddle from the product side, where the barrier is $G_A^\ddagger-\Delta G_A$, so its rate is $k_Ae^{a}$. The coverage obeys

$$\frac{d\theta}{dt}=k_A(1-\theta)-k_Ae^{a}\theta=-k_A(1+e^a)(\theta-\theta_A).$$

During a dose of length $t_A$ the distance from $\theta_A$ shrinks by the factor $e_A=\exp[-k_A(1+e^a)t_A]$. For B, ligands are removed at rate $k_B$ and restored at rate $k_Be^b$, so

$$\frac{d\theta}{dt}=-k_B\theta+k_Be^b(1-\theta)=-k_B(1+e^b)(\theta-\theta_B),$$

with the factor $e_B=\exp[-k_B(1+e^b)t_B]$.

Let $\theta_0$ be the coverage before dose A and $\theta_1$ the coverage after it. In a repeating cycle, dose B returns the surface to $\theta_0$:

$$\theta_1=\theta_A(1-e_A)+\theta_0e_A,\qquad \theta_0=\theta_B(1-e_B)+\theta_1e_B .$$

Insert each equation into the other:

$$\theta_1(1-e_Ae_B)=\theta_A(1-e_A)+\theta_B(1-e_B)e_A,$$
$$\theta_0(1-e_Ae_B)=\theta_B(1-e_B)+\theta_A(1-e_A)e_B .$$

On subtraction, both coverages acquire the common factor $(1-e_A)(1-e_B)$:

$$g=\theta_1-\theta_0=(\theta_A-\theta_B)\,\frac{(1-e_A)(1-e_B)}{1-e_Ae_B}.$$

For long doses $e_A$ and $e_B$ vanish and the earlier result returns.

Take the balanced case, but raise the barrier of B to 1.6 eV. Then $k_B=7.8\times10^{-4}$ s$^{-1}$. Dose A still saturates, so $e_A\approx0$ and $g\approx1-e_B\approx k_Bt_B=7.8\times10^{-4}$. If the side reactions of HL are left out, this is less growth than in the two cases with an uphill half-reaction, although each half is downhill by 0.50 eV. Reaching $g=0.9$ would require $t_B\approx\ln(10)/k_B$, about 3000 s, and a water dose nearly free of HL. With as much HL as in dose A, the reverse of A would remove bound metal about ten times faster than water replaces the ligands, and $g$ would level off near 0.09.

If instead both barriers are 1.3 eV, both rates are 0.82 s$^{-1}$ and $e_A\approx e_B\approx e^{-0.82}=0.44$. The formula reduces to $(1-0.44)/(1+0.44)=0.39$.

The two kinds of trap can be linked. If a surface modification lowers $G_{\rm L}$ but leaves the saddle of B where it was, the barrier of B rises by the same amount. Stabilizing the intermediate then slows the water dose even before making it uphill. In the trapped example above I kept the barrier at 1.0 eV, to show the thermodynamic effect alone.

### Telling the cases apart

Steady growth does not identify the cause, but the first precursor dose on a fully hydroxylated surface helps. Starting from $\theta=0$, its uptake is $\theta_A(1-e_A)$. This is 0.0095 per site when A is opposed, but essentially 1 when B is trapped or slow, as long as HL does not convert the hydroxyl sites before the precursor does. This condition is not met in the trapped example itself. On a hydroxylated film, with equal barriers and HL at the precursor pressure, the reverse of B is about 100 times faster than A, and the first metal uptake falls to about 0.0095, as in the opposed case. The test therefore needs a precursor dose nearly free of HL. A vigorous first dose followed by almost no growth then points to the water step. Under the same condition, a small first uptake points to the precursor step, but does not by itself show whether that step is uphill or merely slow.

To separate a trapped B from a slow B, lengthen the water dose. In the slow case $g$ rises with $t_B$, although HL in the water dose can make it level off early. In the trapped example the surface has already equilibrated, so more time at the same pressures changes nothing, whereas a lower HL pressure helps. This test works only while the HL pressure is held fixed. In a flow reactor, where HL comes from the surface and is swept away, a longer water dose also lowers the HL pressure and can clear a trapped surface, so a rise of $g$ with $t_B$ does not by itself show that B is slow.

### What to calculate

You need the free energy of the ligand-covered surface relative to the hydroxylated one, at the pressures of each dose, and then the barriers of both exchanges. The overall reaction supplies a check on the sum of the two half-reactions, but no information about their division.

The growth formulas assume independent sites. If neighbouring ligands repel or attract one another, $\Delta G_A$ and $\Delta G_B$ depend on coverage, and a single $u$ no longer describes the surface. An exchange may then begin downhill and become uphill as ligands crowd together. The formulas also omit the side reactions in which HL reverses the exchange of the other dose, precursor that sticks without exchanging a ligand, sites that lose both ligands in dose A, byproduct that binds elsewhere on the surface, and overlap of the doses through poor purging. With overlap, A and B do run together, and the separation in time used here is lost.

The numerical output below gives the rates and growth values for the five cases with stated barriers, and the equilibrium coverages for the balanced, opposed and trapped ones.

## Computed values

```
temperature: 500 K
thermal energy kT: 0.04309 eV
attempt rate kT/h: 1.0418e+13 1/s
dose time: 1.0 s
overall free energy: -1.000 eV = -96.5 kJ/mol
w = -dG_tot/kT: 23.209 (no unit)
[balanced] dG_A, dG_B: -0.50, -0.50 eV
  barriers A, B: 1.0, 1.0 eV
  forward rates A, B: 8.674e+02, 8.674e+02 1/s
  first dose A uptake: 0.99999 per site
  steady growth: 1.000e+00 film units/site/cycle
[A opposed] dG_A, dG_B: 0.20, -1.20 eV
  barriers A, B: 1.0, 1.0 eV
  forward rates A, B: 8.674e+02, 8.674e+02 1/s
  first dose A uptake: 0.00955 per site
  steady growth: 9.548e-03 film units/site/cycle
[B trapped] dG_A, dG_B: -1.20, 0.20 eV
  barriers A, B: 1.0, 1.0 eV
  forward rates A, B: 8.674e+02, 8.674e+02 1/s
  first dose A uptake: 1.00000 per site
  steady growth: 9.548e-03 film units/site/cycle
[B slow] dG_A, dG_B: -0.50, -0.50 eV
  barriers A, B: 1.0, 1.6 eV
  forward rates A, B: 8.674e+02, 7.772e-04 1/s
  first dose A uptake: 0.99999 per site
  steady growth: 7.768e-04 film units/site/cycle
[both slowish] dG_A, dG_B: -0.50, -0.50 eV
  barriers A, B: 1.3, 1.3 eV
  forward rates A, B: 8.211e-01, 8.211e-01 1/s
  first dose A uptake: 0.56003 per site
  steady growth: 3.889e-01 film units/site/cycle
[balanced] equilibrium coverage after A, B: 0.999991, 0.000009
[A opposed] equilibrium coverage after A, B: 0.009548, 0.000000
[B trapped] equilibrium coverage after A, B: 1.000000, 0.990452
weak overall free energy: -0.20 eV
  best intermediate level: -0.1000 eV
  best growth: 0.8212 film units/site/cycle
demanded growth: 0.90 film units/site/cycle
  allowed dG_A: -0.9053 to -0.0947 eV
  least overall driving force: 0.2537 eV
HL/reactant pressure ratio for 90% conversion: 1.071e-03
  dG_A after sweeping (A opposed): -0.0947 eV
  summed dG at these dose pressures: -1.2947 eV
  long-dose growth: 0.9000 film units/site/cycle
  ligand left after swept dose B (B trapped): 0.1000 per site
```
